The second unstable frequency of a ring polymer and deep tunnelling

Q: You say that a ring polymer sitting on a barrier changes character when it is cooled. What is the object, and what does "sitting" mean?

A: Take one particle of mass m in a smooth potential V(x) with a barrier top at x = 0, where V = V₀, V′ = 0 and V″ = −mω_b². I use atomic units, ħ = 1, and write β = 1/kT. Splitting exp(−βH) into P short imaginary-time steps of length β/P turns the quantum Boltzmann weight into that of P classical beads on a closed chain:

weight = exp(−βU_P/P)

U_P = Σ_j [½mω_P²(x_j − x_{j+1})² + V(x_j)], ω_P = P/β, x_{P+1} = x_1.

The springs come from the free-particle factor exp[−m(x_j − x_{j+1})²/(2β/P)] of each step: m/(2β/P) = mP/(2β) = (β/P)·½mω_P². "Sitting" means that all beads are at x = 0. All forces vanish there, so this collapsed ring is a stationary point of U_P at every temperature.

Q: A stationary point on a barrier is unstable anyway. What is left to change?

A: The number of directions in which it is unstable. For small displacements q_j, the derivative of U_P with respect to q_j, divided by m, is

ω_P²(2q_j − q_{j+1} − q_{j−1}) − ω_b²q_j.

The chain looks the same from every bead, so q_j = exp(2πinj/P) is an eigenvector, with n = 0, 1, …, P−1. Since 2 − 2cos(2πn/P) = 4 sin²(πn/P), the eigenvalues are

λ_n = ω_n² − ω_b², ω_n = 2ω_P sin(πn/P).

The mode n = 0 moves the ring as a whole. It stretches no spring and has λ_0 = −ω_b² at any temperature. The other modes stretch springs, whose stiffness is proportional to T². When the ring is hot they are all stable. On cooling, the softest of them, n = 1, loses to the barrier curvature first.

Q: Then one mode is added, and the ring has two unstable modes?

A: One frequency is added, but for P ≥ 3 it belongs to two modes. The indices n = 1 and n = P−1 have the same sine, and their real combinations are cos(2πj/P) and sin(2πj/P). The count therefore goes from one to three. For P = 2 the two indices coincide, and the count goes from one to two.

The degeneracy has a meaning. Relabelling the beads cyclically is a shift of the origin of imaginary time, and it mixes the cosine with the sine: a shift by one bead rotates the pair through the angle 2π/P. No phase is preferred, so neither mode can soften alone.

Q: At what temperature does it happen?

A: Set λ_1 = 0 with ω_P = PkT:

2PkT sin(π/P) = ω_b, so kT_c(P) = ω_b/[2P sin(π/P)].

For many beads, P sin(π/P) ≈ π[1 − π²/(6P²)], hence

T_c(P)/T_c ≈ 1 + π²/(6P²), T_c = ħω_b/(2πk),

with ħ restored in the last formula. The familiar T_c is thus the limit P → ∞. A coarse ring becomes unstable too early: between T_c and T_c(P) the extra instability is an artefact of the discretization.

In the same limit ω_n = 2πnkT for fixed n, so pair n turns unstable at T_c/n.

Q: Real systems have other coordinates. Could they move T_c?

A: Not at this harmonic level. Choose normal coordinates of the mass-weighted Hessian at the saddle. A stable coordinate of frequency Ω has ring eigenvalues ω_n² + Ω², which are positive. The unstable coordinate keeps the λ_n above, with ω_b its own frequency.

Q: Give me numbers.

A: Take the model barrier V = V₀ sech²(x/a) with V₀ = 0.40 eV, a = 0.50 Å and a particle of proton mass, for which ħ²/m = 0.004150 eV Å². With y = x/a, sech²y = 1 − y² + (2/3)y⁴ − …, so mω_b² = 2V₀/a² and

ħω_b = √(2V₀ħ²/m)/a = √(0.80 × 0.004150)/0.50 = 0.1152 eV.

Dividing by 2π gives kT_c = 0.01834 eV, or T_c = 213 K.

For P = 64 the lowest three values of ħ²λ, in eV², are −0.01328, +0.00278, +0.00278 at 1.1 T_c, and −0.01328, −0.00253, −0.00253 at 0.9 T_c. The first is unchanged and the pair changes sign together. At 0.45 T_c there are five unstable modes, because the pair n = 2 has crossed as well.

The bead number matters. T_c(P) exceeds T_c by 57% for P = 2, by 11% for P = 4 and by 0.16% for P = 32.

Q: This is linear algebra on a spring chain. Where does the ring go when it falls off in the new directions?

A: That depends on the anharmonicity. For beads placed along a smooth closed path, the mean energy per bead becomes, as P → ∞, an average over one period of imaginary time:

U_P/P → S/β = ⟨½mẋ² + V(x)⟩.

Stationary paths obey mẍ = +V′(x), which is Newton's equation in the inverted potential −V. They must close after a time β. The collapsed ring is the particle at rest at the bottom of −V. A stationary ring that moves is called an instanton. Small oscillations in −V have period 2π/ω_b, and T_c is the temperature at which β equals that period.

To see whether an instanton branches off there, write g₃ and g₄ for the third and fourth derivatives of V at the top, and insert

x = A cos ωτ + a₀ + a₂ cos 2ωτ, ω = 2π/β.

The cubic term of V drives a₀ and a₂ at order A². A third harmonic would be of order A³ and would change the energy at order A⁶, so it can be left out at order A⁴. The averages needed are

⟨ẋ²⟩ = ½ω²A² + 2ω²a₂²

⟨x²⟩ = ½A² + a₀² + ½a₂²

⟨x³⟩ = (3/2)a₀A² + (3/4)a₂A² + higher order

⟨x⁴⟩ = (3/8)A⁴ + higher order.

Setting ω = ω_b in the terms that are already of order A⁴, I get

S/β = V₀ + ¼m(ω² − ω_b²)A² − ½mω_b²a₀² + ¾mω_b²a₂² + g₃A²(a₀/4 + a₂/8) + g₄A⁴/64.

Making this stationary in a₀ and a₂ gives

a₀ = g₃A²/(4mω_b²), a₂ = −g₃A²/(12mω_b²).

At a stationary point, a quadratic plus a linear term equals half the linear term. The two contributions are therefore +g₃²A⁴/(32mω_b²) and −g₃²A⁴/(192mω_b²), and

S/β = V₀ − ¼m(ω_b² − ω²)A² + BA⁴

B = g₄/64 + 5g₃²/(192mω_b²).

Stationarity in A then gives A = 0, the collapsed ring, or

A² = m(ω_b² − ω²)/(8B).

Q: So if B is negative, your instanton lives on the wrong side.

A: Yes. Since ω/ω_b = T/T_c, the condition for an instanton to grow continuously out of the collapsed ring on cooling is B > 0, that is

3g₄ + 5g₃²/(mω_b²) > 0.

In mechanical terms, the period in −V must lengthen with amplitude. If B < 0 the period shortens and small instantons exist above T_c. These small orbits are not transition states: there ω > ω_b, so S/β = V₀ − m²(ω_b² − ω²)²/(64B) lies above V₀, and the curvature along A, worked out in the next answer as m(ω_b² − ω²), is negative, which gives them a second unstable mode. The pair still softens at T_c, but T_c is then not where instantons first appear.

Periods found by quadrature show both cases. In units m = ω_b = 1, a small orbit with g₃ = 0.7, g₄ = 0.5 has B = 0.0206 and fits a temperature of 0.999984 T_c. With g₃ = 0.3, g₄ = −1.0, B = −0.0133 and the temperature is 1.000011 T_c. The shifts are tiny because the orbits are small; it is their signs that matter.

For the sech² barrier g₃ = 0 and g₄ = 24 × (2/3)V₀/a⁴ = 16V₀/a⁴, so B = V₀/(4a⁴) > 0.

Q: Why should I prefer the instanton to the collapsed ring below T_c?

A: Because a transition state should have one unstable direction, and the collapsed ring now has three. Count the signs at the instanton for B > 0, just below T_c. Eliminating a₀ and a₂ amounts to completing squares, which is a change of variables and preserves the number of positive, negative and zero curvatures. The a₀ direction is negative, and the second and higher harmonics are positive. In the plane of the cosine and sine amplitudes the energy depends on the radius A alone, so the angular curvature is zero. The radial curvature is

d²(S/β)/dA² = −½m(ω_b² − ω²) + 12BA² = m(ω_b² − ω²) > 0.

The result is one negative mode and one zero mode, with the rest positive. The zero mode is the free choice of imaginary-time origin. The two unstable modes of the collapsed ring have become one stable mode and one neutral mode.

To turn the radial curvature into an eigenvalue, note that a change δA has mean square displacement ½δA². Its energy is therefore ¼mλδA², which must equal ½m(ω_b² − ω²)δA². Hence λ ≈ 2(ω_b² − ω²). At 0.9 T_c this gives λ/ω_b² ≈ 2(1 − 0.81) = 0.38. The 64-bead instanton has −0.659, 0.000 and 0.326 as its lowest three values, so the leading-order estimate is 17% above the computed one. (For P → ∞ the values move slightly, to −0.660, 0 and 0.325.) The same count of signs was found at each temperature examined down to 0.5 T_c.

Q: You still have not shown any tunnelling. Why "deep"?

A: Ask which energies carry the thermal flux. In one dimension the rate is proportional to

∫ dE e^{−βE} 𝒯(E),

where 𝒯(E) is the transmission probability. Near the top, use the parabolic barrier. With ξ = √(mω_b) x and η = (E − V₀)/ω_b, the Schrödinger equation is

ψ″ + (ξ² + 2η)ψ = 0.

At large |ξ| one solution behaves as ξ^{iη−1/2} exp(iξ²/2). Indeed ψ′/ψ = iξ + (iη − ½)/ξ, and (ψ′/ψ)² + (ψ′/ψ)′ = −ξ² − 2η up to terms of order 1/ξ². On the right this wave runs outwards; call its amplitude t. On the left, |ξ|^{iη−1/2} exp(iξ²/2) also runs away from the barrier, so it is the reflected wave, with amplitude r. The incident wave, of amplitude 1, contains exp(−iξ²/2).

Q: How do you connect r to t without solving the equation?

A: By going around the top at a large distance, ξ = ρe^{iφ} with φ from 0 to π. The size of exp(iξ²/2) is exp(−½ρ² sin 2φ). In the first quadrant it is the small exponential. The large one is absent there, because no wave comes in from the right, so nothing can feed the small one. In the second quadrant exp(iξ²/2) is the large exponential, and its coefficient is not altered by a small companion. The form can therefore be continued to φ = π, where the power of ξ supplies

r = t e^{iπ(iη−1/2)} = −i t e^{−πη}.

The companion that appears on the way is the incident wave. Flux conservation, |r|² + |t|² = 1, gives |t|²(1 + e^{−2πη}) = 1. With depth ε = V₀ − E and 2π/ω_b = 1/(kT_c),

𝒯 = 1/[1 + exp(ε/kT_c)].

Direct integration of the Schrödinger equation agrees with this formula. The temperature T_c has now appeared in a scattering problem that contains no beads.

Q: And which energy carries the largest weight?

A: Apart from a constant, the logarithm of e^{−βE}𝒯 is βε − ln[1 + exp(ε/kT_c)]. Its derivative vanishes when

β = (1/kT_c)/[1 + exp(−ε/kT_c)].

With θ = T/T_c this reads 1 + exp(−ε/kT_c) = θ, so

ε = −kT_c ln(θ − 1).

Above 2T_c the peak lies above the barrier top, at 2T_c it is at the top, and below 2T_c it is under it. There is tunnelling well above T_c, but it is shallow. As θ → 1 the depth diverges. For θ < 1 there is no peak: far down, the weight grows as exp[(β − 1/kT_c)ε], so each lower energy counts more than the one above it. A parabola has no floor to stop this.

Q: Is that the same instability as the one in the ring, or a coincidence of temperatures?

A: It is the same one. Divide the thermal flux by its classical value, for which 𝒯 is a step at V₀. With u = ε/kT_c and s = 1/θ < 1,

κ = s ∫ du e^{su}/(1 + e^u), u from −∞ to ∞.

Call the integral I. Shifting its path up by 2πi multiplies it by e^{2πis}, and the strip between the paths contains one pole, at u = iπ, with residue −e^{iπs}. Thus I(1 − e^{2πis}) = −2πi e^{iπs}, so I = π/sin(πs) and

κ = (π/θ)/sin(π/θ).

Now take the ring. Gaussian integration over each mode n ≠ 0, relative to a free ring, gives a factor (ω_n²/λ_n)^{1/2}. Modes come in pairs, and ω_b/ω_n = 1/(nθ) for P → ∞, so the product is

Π_{n≥1} [1 − 1/(n²θ²)]^{−1} = (π/θ)/sin(π/θ),

by Euler's product for the sine. It diverges at θ = 1 because its first factor does, and that factor is the softening pair.

At θ = 1.5 the integral is 2.4184 and the 64-bead product is 2.4189. The quantum flux over the parabola is thus more than double the classical one while the ring still has one unstable mode: 1.67 of the 2.42 comes from energies below the top, and 0.75 from energies above it, where reflection lowers the classical share of 1.

Q: A measured rate does not diverge at T_c.

A: No. For a barrier with a finite energy floor, 𝒯 ≤ 1 makes the flux integral converge at every temperature above zero, and it varies smoothly with β. What diverges is the parabolic approximation, or equally the Gaussian treatment of the collapsed ring. T_c marks a change of mechanism, not a phase transition.

Q: Then what stops the slide to lower energies in your barrier?

A: The barrier is wider at its foot than the parabola. Along an instanton E = V − ½mẋ² is conserved. Put σ = sinh(x/a). Then σ̇ = cosh(x/a) ẋ/a, and

σ̇² = (2/ma²) cosh²(x/a) [V₀/cosh²(x/a) − E] = (2E/ma²)[V₀/E − 1 − σ²].

This is a harmonic oscillator in σ with ω² = 2E/(ma²) = ω_b²E/V₀. The period must equal β, so ω = 2πkT = θω_b. Therefore

E = V₀θ², sinh(x/a) = √(1/θ² − 1) cos ωτ,

and the turning point, where cosh(x/a) = 1/θ, is a arcosh(1/θ).

For the action, write τ = βz with z from 0 to 1, so that S = ∫dz [m(dx/dz)²/(2β) + βV]. The path is stationary, so only the explicit β counts, and dS/dβ = ⟨V − ½mẋ²⟩ = E. Integrate from β_c = 1/(kT_c), where S = β_cV₀, using E = V₀β_c²/β²:

S = 2V₀β_c − V₀β_c²/β, so S/β = V₀(2θ − θ²).

At 0.7 T_c the formulas give E = 0.40 × 0.49 = 0.196 eV, S/β = 0.40 × 0.91 = 0.364 eV and a turning point of 0.448 Å. The 64-bead ring gives 0.1959 eV, 0.3639 eV and 0.4480 Å.

Q: Does the instanton energy really tell me where the flux passes?

A: Semiclassically, well below the top, 𝒯 ≈ e^{−W} up to a slowly varying prefactor of order one, with W(E) = 2∫√(2m(V − E)) dx between the turning points. Then dW/dE = −2∫ m dx/√(2m(V − E)), which is minus the orbit period. The weight exp(−βE − W) is stationary when the period equals β, the instanton condition. It is a maximum because here the period, proportional to 1/√E, falls with energy. The predicted depth is V₀(1 − θ²).

The Schrödinger equation for the full sech² barrier gives these peak depths:

2.0 T_c: 0.002 eV (parabola 0.000)
1.5 T_c: 0.014 eV (parabola 0.013)
1.1 T_c: 0.036 eV (parabola 0.042)
0.9 T_c: 0.082 eV (instanton 0.076)
0.7 T_c: 0.204 eV (instanton 0.204)
0.5 T_c: 0.300 eV (instanton 0.300)

The passage through T_c is gradual, and neither simple formula is accurate close to it. At 0.9 T_c the instanton depth is about 8% below the computed one. There W = β(S/β − E) = (0.3960 − 0.3237)/(0.9 × 0.01834) ≈ 4.4, so e^{−W} is not very small. To estimate its effect, replace e^{−W} by 1/(1 + e^{W}), the form that is exact for the parabola, where W = ε/kT_c. The logarithmic derivative of 𝒯 is then the period times (1 − 𝒯), the peak condition becomes period × (1 − 𝒯) = β, and E = V₀θ²(1 − 𝒯)². With 𝒯 ≈ e^{−4.4} ≈ 0.012 this lowers E by about 2 × 0.012 × 0.324 ≈ 0.008 eV. That has the sign and roughly the size of the computed shift, 0.0822 − 0.0760 ≈ 0.006 eV. It overshoots because 𝒯 is smaller at the lowered energy; solving the condition self-consistently gives a depth of 0.0817 eV.

Q: A depth of 0.08 eV against 0.04 eV is a matter of degree. What makes one of them "deep"?

A: How it responds to the barrier. Double the height to 0.80 eV and widen a to 0.7071 Å. V₀/a² is unchanged, and so are ω_b and T_c. At 1.5 T_c the peak depth stays near where it was, 0.0132 eV against 0.0137 eV: it is set by kT_c, the curvature of the top. At 0.7 T_c it doubles, from 0.204 to 0.408 eV: it is a fixed fraction of the whole barrier. Shallow tunnelling sees the top, and deep tunnelling sees the shape of the barrier from the top down to the energy of the orbit. The contrast is this clean only away from T_c; near it, as at 0.9 and 1.1 T_c, where neither simple formula is accurate, it holds only approximately: doubling the barrier raises the depth by 7% at 1.1 T_c and by a factor of 1.85 at 0.9 T_c. The remaining values are in the numerical output below.

Q: Then what may I conclude if I see the extra pair turn unstable in a calculation?

A: That β has reached the period of small oscillations in the inverted barrier, provided P is large enough for T_c(P) to be close to T_c. From there on, harmonic fluctuations about the collapsed ring give no rate at all, and they become unreliable somewhat earlier: for the sech² barrier above, the Gaussian factor at 1.1 T_c is 10.1, while the exact transmission gives 5.2. The formula for B was derived for one coordinate; with more coordinates, anharmonic couplings to the stable ones add terms of the same order A⁴ and must be included before reading off its sign. If B > 0, follow the instanton that branches off; but B describes only small orbits, and if the period in −V shortens again at larger amplitude, large instantons can exist above T_c even then. If B < 0, look for instantons above T_c too, since the softening of the pair gives no warning of them; the ones that matter are large orbits with a single unstable mode, not the small ones with two.

Computed results

```
barrier height V0 = 0.40 eV
barrier width a = 0.50 angstrom
hbar^2/m = 0.004150 eV angstrom^2
hbar w_b = 0.11524 eV
kT_c = 0.01834 eV
T_c = 212.8 K
T/T_c=1.10, P=64: unstable modes 1
  lowest three hbar^2 lambda: -0.013280 0.002776 0.002776 eV^2
T/T_c=0.90, P=64: unstable modes 3
  lowest three hbar^2 lambda: -0.013280 -0.002532 -0.002532 eV^2
T/T_c=0.45, P=64: unstable modes 5
P=2: kT_c(P) = 0.02881 eV, ratio to kT_c 1.57080
P=4: kT_c(P) = 0.02037 eV, ratio to kT_c 1.11072
P=8: kT_c(P) = 0.01882 eV, ratio to kT_c 1.02617
P=16: kT_c(P) = 0.01846 eV, ratio to kT_c 1.00645
P=32: kT_c(P) = 0.01837 eV, ratio to kT_c 1.00161
P=64: kT_c(P) = 0.01835 eV, ratio to kT_c 1.00040
g3=0.7, g4=0.5 (m=w_b=1): B=0.02057, T_orbit/T_c=0.999984
g3=0.3, g4=-1.0 (m=w_b=1): B=-0.01328, T_orbit/T_c=1.000011
instanton T/T_c=0.9: turning point 0.2340 angstrom
  S/beta 0.3960 eV, orbit energy 0.3237 eV
  lowest three lambda/w_b^2: -0.6587 0.0000 0.3258
instanton T/T_c=0.7: turning point 0.4480 angstrom
  S/beta 0.3639 eV, orbit energy 0.1959 eV
  lowest three lambda/w_b^2: -0.2548 0.0000 0.6033
instanton T/T_c=0.5: turning point 0.6586 angstrom
  S/beta 0.2999 eV, orbit energy 0.1000 eV
  lowest three lambda/w_b^2: -0.0770 0.0000 0.5374
thermal factor T/T_c=1.5: integral 2.4184, ring P=64 2.4189
peak depth T/T_c=2.0: 0.0020 eV, parabola 0.0000 eV
peak depth T/T_c=1.5: 0.0137 eV, parabola 0.0127 eV
peak depth T/T_c=1.1: 0.0357 eV, parabola 0.0422 eV
peak depth T/T_c=0.9: 0.0822 eV, instanton 0.0760 eV
peak depth T/T_c=0.7: 0.2040 eV, instanton 0.2040 eV
peak depth T/T_c=0.5: 0.3000 eV, instanton 0.3000 eV
second barrier: height 0.80 eV, width 0.7071 angstrom
  peak depth T/T_c=1.5: 0.0132 eV
  peak depth T/T_c=0.7: 0.4080 eV
```
